Curie temperature of a short-circuited ferroelectric-paraelectric superlattice

**Question**

I have a superlattice of alternating ferroelectric and paraelectric layers between two short-circuited electrodes. The polarisation is normal to the layers. Both materials follow a Curie-Weiss law with the same Curie constant C, but with different Curie-Weiss temperatures T_1 > T_2. The exercise says that electrostatics forces the polarisation to be uniform, and asks me to show that the stack's Curie temperature is the thickness-weighted mean of T_1 and T_2.

I am stuck on two points. First, below T_1 the ferroelectric layer wants to polarise. Why should it wait until the stack has cooled to some average temperature? Second, a short circuit is supposed to remove the depolarising field, so what is left to couple the layers? I would also like to know how far to trust the result for a real film, say barium strontium titanate with layers a few unit cells thick.

**Answer**

Your second point holds the key to the first. The short circuit removes the average field, not the field in each layer. What remains penalises any difference in polarisation between layers.

**The layer equations**

Let layer i occupy the fraction f_i of the thickness, with Σ f_i = 1, and let P_i be its polarisation along the normal. In Landau theory, which is a mean-field theory, its energy density without the field energy is

½ a_i P_i² + ¼ b_i P_i⁴,  a_i = (T − T_i)/(ε0 C).

Here T_i belongs to the layer as it sits in the film, clamped in its plane. P_i is the soft, temperature-dependent part of the polarisation. The rest of the dielectric response is a background with relative permittivity ε_b, and I write κ = ε0 ε_b.

With no free charge at the interfaces, the normal displacement D is the same in all layers:

κ E_i + P_i = D.

Equal electrode potentials require Σ f_i E_i = 0. Multiply the first equation by f_i and sum. The field term drops out, leaving D = Σ f_i P_i ≡ P̄, so

E_i = −(P_i − P̄)/κ.

A layer polarised more strongly than average feels a field against its polarisation, and a layer polarised less strongly feels one along it. The field energy per volume is

Σ f_i ½ κ E_i² = Σ f_i (P_i − P̄)²/(2κ).

It vanishes for uniform P. To minimise the total energy, differentiate with respect to P_j. The terms from the change of P̄ are proportional to Σ f_i (P_i − P̄) = 0, so the field energy contributes f_j (P_j − P̄)/κ = −f_j E_j. After division by f_j,

a_j P_j + b_j P_j³ = E_j.

**Why the ferroelectric layer waits**

Let layer 1 try to order alone, with P_2 = 0. Then P̄ = f_1 P_1, and

Σ f_i (P_i − P̄)² = f_1 f_2² P_1² + f_2 f_1² P_1² = f_1 f_2 P_1².

The quadratic energy is therefore

½ f_1 P_1² (a_1 + f_2/κ).

It becomes negative only for T < T_1 − C f_2/ε_b. With C = 1.00×10⁵ K, f_2 = 0.375 and ε_b = 7, that is more than 5000 K below T_1, so it does not happen. Layer 1 can polarise if it takes layer 2 with it, and it must then pay for polarising a material that resists.

**The Curie temperature**

Near the transition the cubic terms are negligible, and the layer equation reads P_i − P̄ = −κ a_i P_i. The polarisation is therefore nearly uniform when

κ|a_i| = ε_b |T − T_i|/C ≪ 1.

This is the precise content of "electrostatically enforced". In that limit set P_i = P. The field energy vanishes and the energy density is

F = ½ ā P² + ¼ b̄ P⁴,  ā = Σ f_i a_i,  b̄ = Σ f_i b_i.

Because C is common to all layers and Σ f_i = 1,

ā = Σ f_i (T − T_i)/(ε0 C) = (T − Σ f_i T_i)/(ε0 C).

If b̄ > 0, the minimum is at P = 0 while ā > 0, and at P² = −ā/b̄ when ā < 0. The transition is continuous and lies at ā = 0:

T_c = Σ f_i T_i = f_1 T_1 + f_2 T_2 for two layers.

Below it,

P² = (T_c − T)/(ε0 C b̄).

The limits are right: f_1 = 1 gives T_1, and f_1 = 0 gives T_2.

The sign of b̄ matters. If b̄ < 0, with a positive higher-order term to keep P finite, then at ā = 0 the energy at small P is ¼ b̄ P⁴ < 0. A polarised state is already favoured there, and by continuity also slightly above. The transition is then first order and lies above the weighted mean, which marks the stability limit of the unpolarised state.

Equal Curie constants matter too. With different C_i, the condition ā = 0 reads Σ f_i (T − T_i)/C_i = 0, so

T_c = Σ (f_i T_i/C_i) / Σ (f_i/C_i).

The layer with the smaller Curie constant is stiffer per kelvin and gets more weight.

**The correction for finite background permittivity**

The linear layer equations can be solved without assuming uniform P. From P_i (1 + κ a_i) = P̄, dividing and averaging gives

Σ f_i/(1 + κ a_i) = 1.

For two layers let α_i = κ a_i and multiply out:

f_1 (1 + α_2) + f_2 (1 + α_1) = (1 + α_1)(1 + α_2).

The ones cancel. Since α_1 − f_2 α_1 = f_1 α_1, and likewise for α_2, what remains is f_1 α_1 + f_2 α_2 + α_1 α_2 = 0. Insert α_i = ε_b (T − T_i)/C and divide by ε_b/C. With T̄ = f_1 T_1 + f_2 T_2,

(T − T̄) + (ε_b/C)(T − T_1)(T − T_2) = 0.

In the small second term put T = T̄, where T̄ − T_1 = −f_2 ΔT and T̄ − T_2 = f_1 ΔT, with ΔT = T_1 − T_2. To leading order,

T_c − T̄ = + ε_b f_1 f_2 (ΔT)²/C.

The shift is upward because the ferroelectric layer may carry slightly more than its share of the polarisation.

If instead the whole relative permittivity of each layer obeys ε_i = C/(T − T_i), with no separate background, then E_i = D (T − T_i)/(ε0 C). The short circuit gives D Σ f_i (T − T_i) = 0, and within linear response the weighted mean has no such correction.

**A barium strontium titanate example**

Take 2.0 nm of a Ba-rich composition and 1.2 nm of a Sr-rich one, repeated 30 times to make 96 nm. The fractions are f_1 = 0.625 and f_2 = 0.375. Unclamped, the Curie-Weiss temperatures are 300 K and 130 K. The film is coherent with a relaxed Sr-rich buffer, so the Ba-rich layer has in-plane strain u = −1% and the Sr-rich layer none. All parameters are rough round values.

The clamped T_1 comes first. With equal in-plane stresses σ and a free surface, the Gibbs energy to order P² in the stress-free part is

G = ½ a P² − (s11 + s12) σ² − 2 Q12 σ P².

The in-plane strain is u = (s11 + s12) σ + Q12 P². At fixed strain the energy to minimise is G + 2uσ. Put s = s11 + s12 and eliminate σ = (u − Q12 P²)/s:

G + 2uσ = ½ a P² − sσ² + 2σ(u − Q12 P²) = ½ a P² + (u − Q12 P²)²/s.

The P² terms are ½ (a − 4 Q12 u/s) P², so clamping shifts the Curie-Weiss temperature by

4 ε0 C Q12 u/s.

The P⁴ term is included in the clamped b_i. With Q12 = −0.034 m⁴/C² and s = 8.0 − 2.5 = 5.5 TPa⁻¹, the shift is +218.9 K. Hence T_1 = 518.9 K and T_2 = 130.0 K, and

T_c = 0.625 × 518.9 + 0.375 × 130.0 = 373 K, or 100 °C.

Solving the linear layer equations as an eigenvalue problem, with ε_b reduced ten-thousandfold to approach uniform P, gives the same 373.09 K as the unrounded mean.

At 300 K, b_1 = 2.0×10⁹ and b_2 = 5.0×10⁹ J m⁵/C⁴ give b̄ = 3.125×10⁹ J m⁵/C⁴, and

P² = 73.1/(8.854×10⁻¹² × 10⁵ × 3.125×10⁹) = 0.0264 C²/m⁴,

so P = 16.3 µC/cm². The nonlinear equations with ε_b = 7 give 16.9 µC/cm² in the Ba-rich layer and 16.4 µC/cm² in the Sr-rich one, a difference of about 3%. That small difference sustains fields of −0.32 and +0.54 MV/cm. Their weighted sum is 0.625 × (−0.32) + 0.375 × 0.54 ≈ 0, as the short circuit demands. So there are strong internal fields at zero voltage.

An in-plane polarisation could in principle appear first. When uniform within a layer it makes no interface charge, so each layer would order at its own temperature if a change of polarisation between layers cost no gradient energy. Such a cost could only lower the highest of these temperatures. Its clamping shift has 2(Q11 + Q12) in place of 4 Q12, because its two in-plane electrostrictive strains are Q11 P² and Q12 P². With Q11 = 0.10 m⁴/C² the instabilities lie at 87.5 K and 130 K, well below T_c.

**When domains come first**

So far P did not vary along the film. Let it vary as p(z) cos(kx), with gradient energy density ½ g |∇P|² and relative in-plane permittivity ε_x. Consider an infinite superlattice of period Λ, and Fourier components of p with wavenumber G = 2πn/Λ along z. Gauss's law for the potential φ is

ε0 (ε_b G² + ε_x k²) φ_G = −iG P_G.

With E_G = −iG φ_G this gives E_G = −S_G P_G, where

1/S_G = ε0 (ε_b + ε_x k²/G²) for G ≠ 0.

The component G = 0 has no depolarising field. The in-plane response makes S_G smaller, so a lateral modulation lets the layers differ more cheaply, at the price gk².

Split a(z) into its mean ā and Fourier components a_G. For stiff S_G, neglecting a and gG² beside it, the layer equation gives P_G = −a_G P̄/S_G. Inserted in the G = 0 equation, this yields the instability condition

ā + g k² − Σ' |a_G|²/S_G = 0,

where the prime omits G = 0. The k-independent part of the sum is ε0 ε_b f_1 f_2 (Δa)², with Δa = ΔT/(ε0 C), which is the background shift found above. The other part is ε0 ε_x k² Σ' |a_G|²/G². This last sum is the mean square of the zero-mean integral of a(z) − ā. That function is −f_2 Δa over a length f_1 Λ and +f_1 Δa over f_2 Λ, so its integral is a triangular wave of total swing f_1 f_2 Λ Δa. The mean square of such a wave is swing²/12. The coefficient of k² is therefore

g − ε0 ε_x (f_1 f_2 Λ Δa)²/12.

If it is positive, a long-wavelength modulation lowers the transition temperature and the uniform state wins against it; shorter wavelengths must be checked numerically. It changes sign at

Λ_c = √(12 g/(ε0 ε_x)) / (f_1 f_2 Δa).

With g = 1.0×10⁻¹⁰ J m³/C² and ε_x = 373, the thickness-weighted in-plane permittivity at T_c, this gives Λ_c = 5.9 nm. A film model discretised along z, with Gauss's law solved at each k, puts the sign change at 5.94 nm, against 5.85 nm from the formula. The example's period is 3.2 nm. Take ideal electrodes and a film cut so that it begins and ends with half a Sr-rich layer. A scan of the whole film up to k = 1 nm⁻¹ then finds the highest instability temperature at k = 0, so within this model the uniform state does come first. Two limits apply. The in-plane response was taken as local; if the in-plane polarisation also pays the gradient energy, the sign change moves to about 6.8 nm. And the g in Λ_c is the coefficient for a lateral variation of the normal polarisation, which in perovskites can be much smaller than the longitudinal one. Since Λ_c ∝ √g, a transverse value of 0.2×10⁻¹⁰ J m³/C² with a longitudinal one of 5×10⁻¹⁰ brings Λ_c down to about 3.0 to 3.3 nm, the example's own period, so the conclusion is marginal for such values.

The end layers matter. A full Ba-rich layer lying against an ideal electrode acts, through its image in the metal, like a layer of twice the thickness. Domains can then start at that electrode once the period exceeds about Λ_c/2, here 2.9 nm. In the plain sequence of 30 Ba-rich/Sr-rich pairs the first instability is such a surface pattern, at about 376 K, roughly 1 K above the uniform one. This small gain belongs to the local ε_x model: with gradient energy on the in-plane polarisation as well it almost vanishes at this period.

Lengthen the period to 20 nm, with the fractions, ε_x and the other parameters held fixed, and an instability appears at about 454 K with k ≈ 0.55 nm⁻¹ (0.56 on the coarse grid of the output). The stripes are π/k ≈ 6 nm wide. Letting ε_x fall with temperature lowers the onset to about 447 K, and adding gradient energy for the in-plane polarisation to about 444 K. The weighted mean then misses the onset of order by 70 to 80 K. Your intuition that the ferroelectric layer need not wait is right for thick layers: it can break into domains.

**Real electrodes**

A metal screens over a finite distance. Describe each electrode by an effective screening length λ, with potential drop λD/ε0. For uniform P the closed circuit now gives

L Σ f_i E_i + 2λP/ε0 = 0,

where L is the film thickness. Averaging the layer equations gives ā P = −2λP/(ε0 L), so the uniform mode shifts by

−2Cλ/L = −2 × 10⁵ K × 0.01 nm/96 nm = −20.8 K for λ = 0.01 nm.

In the film model the uniform mode drops from 375.4 K, which includes the background shift, to 354.6 K. The same film becomes unstable at 367.5 K to a modulation with k ≈ 0.23 to 0.24 nm⁻¹, or stripes about 13 nm wide. These film temperatures drop by about 0.1 K with finer resolution along z, and the domain onset by a further 0.7 K if the in-plane polarisation carries gradient energy. With these electrodes, then, the first order to appear is a domain pattern, about 8 K below the ideal-electrode result, although the period is shorter than Λ_c. The short period guards against domains driven by the contrast between layers in the interior of the film; it does not guard against those driven by poor screening at the electrodes. This is a linear stability result and does not say which pattern survives on further cooling. The polarisation quoted at 300 K assumes ideal electrodes.

**How far to trust 373 K**

The shifts below are relative to the weighted mean, each with the other inputs held fixed.

- Background permittivity: +2.5 K.
- Curie constant 10% higher in the Ba-rich layer and 10% lower in the Sr-rich one, at fixed T_i: −18.7 K.
- Loss of 10% of the misfit strain in the Ba-rich layers alone, the Sr-rich ones staying unstrained: −0.1 × 0.625 × 218.9 = −13.7 K. If the stack relaxes as a whole, its common in-plane lattice constant grows by 0.1%, the Sr-rich layers come under tension, and the shift is −0.1 × 218.9 = −21.9 K.

A Curie constant near 10⁵ K is typical of these perovskites in order of magnitude, but it changes with composition, and a difference above 10% between the layers would not surprise me. Nor would I take full coherence for granted in a 96 nm film with a 1% misfit in most of its thickness. I am least sure of g and λ, which decide whether domains come first. The layers are only about five and three unit cells thick, so sharp interfaces and bulk coefficients are themselves idealisations, whose error I have not estimated.

Another assumption with a large effect is the absence of mobile charge. If leakage or charged defects fully screened the interfaces, every E_i would vanish and with it the electrostatic coupling. Without gradient energy, the Ba-rich layers would then become unstable at their own 519 K, nearly 150 K above the weighted mean. That is an upper limit: in layers this thin, the gradient energy still couples neighbours and lowers the figure, by an amount that depends on g and on the end layers. It cannot bring it below the weighted mean, because a uniform polarisation costs no gradient energy. Internal fields of 0.3 to 0.5 MV/cm give such charge a reason to move, so a slow measurement on a leaky film need not follow the formula.

For a film of this kind, I would use the weighted mean as a first estimate if the layers are insulating, the strain state is known, the Curie constants are close and the period is well below Λ_c, or well below Λ_c/2 if a full layer of either kind touches an electrode. I would then check the screening at the electrodes separately. The numerical output below lists the inputs and the individual shifts.

Computed values

```
INPUTS (rough round values)
Curie constant: 1.00e+05 K
free Curie-Weiss T, Ba-rich: 300 K
free Curie-Weiss T, Sr-rich: 130 K
misfit strain, Ba-rich: -1 %
misfit strain, Sr-rich: 0 %
Q11: 0.1 m4/C2
Q12: -0.034 m4/C2
s11: 8 1/TPa
s12: -2.5 1/TPa
b, Ba-rich: 2.00e+09 J m5/C4
b, Sr-rich: 5.00e+09 J m5/C4
thickness, Ba-rich: 2 nm
thickness, Sr-rich: 1.2 nm
number of periods: 30
film thickness: 96 nm
background permittivity (relative): 7
gradient coefficient g: 1.0e-10 J m3/C2
electrode screening length: 0.01 nm
MAIN RESULT
thickness fraction, Ba-rich: 0.625
thickness fraction, Sr-rich: 0.375
clamped Curie-Weiss T, Ba-rich: 518.9 K
clamped Curie-Weiss T, Sr-rich: 130.0 K
Tc, weighted mean: 373.09 K
Tc, eigenvalue, stiff limit: 373.09 K
Tc, weighted mean, Celsius: 99.9 C
five-layer test, mean: 252.45 K
five-layer test, eigenvalue: 252.45 K
AT THE TEMPERATURE OF USE
temperature: 300 K
mean quartic coefficient: 3.125e+09 J m5/C4
P, uniform formula: 16.25 uC/cm2
P, Ba-rich, finite background: 16.94 uC/cm2
P, Sr-rich, finite background: 16.41 uC/cm2
field, Ba-rich: -0.322 MV/cm
field, Sr-rich: 0.536 MV/cm
NEGLECTED EFFECTS
eb*dT/C: 0.0272
background shift, leading formula: 2.48 K
background shift, eigenvalue: 2.46 K
shift, C +10% Ba-rich, -10% Sr-rich: -18.7 K
shift, 10% strain relaxation: -13.7 K
in-plane instability T, Ba-rich: 87.5 K
in-plane instability T, Sr-rich: 130.0 K
in-plane permittivity at Tc (relative): 373
limiting period, formula: 5.85 nm
limiting period, film model: 5.94 nm
film model Tc, ideal electrodes: 375.4 K
electrode shift, uniform mode, formula: -20.8 K
film Tc, real electrodes, uniform: 354.6 K
film Tc, real electrodes, best k: 367.5 K
that best k: 0.24 1/nm
long period for comparison: 20 nm
long period: first instability: 454 K
long period: its k: 0.56 1/nm
```
